# Sum Rules for X-ray Magnetic Circular Dichroism: Derivation and Limits: test program

```python
# XMCD sum rules for E1 absorption core c -> valence l^n (nh = 4l+2-n holes), and Tz of Hund states.
# I_q^j: intensity of sum C^1_q (q=+1 raises m) at edge j=c+-1/2; D^j = I_+1^j - I_-1^j; I = total.
#  rho   = (D^+ + D^-)/I           = -alpha <Lz>/nh
#  delta = (D^+ - (c+1)/c D^-)/I   = -(beta <Sz> + gamma <Tz>)/nh,   T = sum s - 3 r(r.s)
# Hund term: T = -xi{L(L+1)S - 3/2[L(L.S)+(L.S)L]}, xi=(2l+1-4S)/(S(2l-1)(2l+3)(2L-1)).
# Angular momenta in hbar, energies in eV. Angular matrices come from quadrature.
import numpy as np, sympy as sy, scipy.sparse as sps
from math import factorial, sqrt, pi, comb
from itertools import combinations
from functools import lru_cache
from fractions import Fraction as Fr
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j, wigner_9j, clebsch_gordan

xg, wg = np.polynomial.legendre.leggauss(24)
def theta(l, m):
    a = abs(m)
    v = sqrt((2*l+1)/(4*pi)*factorial(l-a)/factorial(l+a))*lpmv(a, l, xg)
    return v*(-1)**a if m < 0 else v
def angular(l1, f, q, l2):   # <l1 m+q| f(cos) e^{iq phi} |l2 m>
    A = np.zeros((2*l1+1, 2*l2+1))
    for m in range(-l2, l2+1):
        if abs(m+q) <= l1:
            A[m+q+l1, m+l2] = 2*pi*np.sum(wg*theta(l1, m+q)*f*theta(l2, m))
    A[abs(A) < 1e-13] = 0
    return A
@lru_cache(None)
def C(l1, k, q, l2): return angular(l1, sqrt(4*pi/(2*k+1))*theta(k, q), q, l2)
@lru_cache(None)
def cg(a, ma, b, mb, c, mc):
    return float(clebsch_gordan(a, b, c, ma, mb, mc)) if abs(mb) <= b else 0.0
sz = np.diag([.5, -.5]); sp = np.array([[0., 1.], [0., 0.]]); e2 = np.eye(2)
svec = {0: sz, 1: -sp/sqrt(2), -1: sp.T/sqrt(2)}
lz = lambda l: np.diag(np.arange(-l, l+1.))
lp = lambda l: np.diag([sqrt(l*(l+1)-m*(m+1)) for m in range(-l, l)], -1)
lvec = lambda l: {0: lz(l), 1: -lp(l)/sqrt(2), -1: lp(l).T/sqrt(2)}
ls = lambda l: np.kron(lz(l), sz)+.5*(np.kron(lp(l), sp.T)+np.kron(lp(l).T, sp))
def tz(l):   # Cartesian definition s_z - 3 cos(theta) (r.s)
    E = angular(l, xg*np.sqrt(1-xg**2), -1, l)
    return np.kron(angular(l, 1-3*xg**2, 0, l), sz)-1.5*(np.kron(E, sp)+np.kron(E.T, sp.T))
def projectors(c):
    w, U = np.linalg.eigh(ls(c))
    return U[:, w > 0]@U[:, w > 0].T, U[:, w < 0]@U[:, w < 0].T
alpha = lambda l, c: (l*(l+1)+2-c*(c+1))/(2*l*(l+1))
beta = lambda l, c: (l*(l+1)-2-c*(c+1))/(3*c)
gamma = lambda l, c: (l*(l+1)*(l*(l+1)+2*c*(c+1)+4)-3*(c-1)**2*(c+2)**2)/(6*l*c*(l+1))
weight = lambda l, c, m, q: ((l+q*m)*(l+q*m-1)/(2*(2*l-1)*(2*l+1)) if c == l-1
                             else (l-q*m+1)*(l-q*m+2)/(2*(2*l+1)*(2*l+3)))

# one-electron operator identities and the 9j reduced element
for l, c in [(2, 1), (3, 2), (4, 3), (1, 2), (2, 3), (3, 4)]:
    big = max(l, c); N = big/(2*l+1); R = {}; nj = {}
    for x, y, r in [(0, 0, 0), (1, 0, 1), (0, 1, 1), (1, 1, 0), (1, 1, 1), (1, 1, 2)]:
        Y = {0: np.eye(2*c+1)} if y == 0 else lvec(c)
        Yred = sqrt(2*c+1)*(1 if y == 0 else sqrt(c*(c+1)))
        O = np.zeros((2*l+1, 2*l+1))
        for k in Y:
            if abs(k) > x: continue
            for q in (-1, 0, 1):
                q2 = -k-q
                if abs(q2) <= 1:
                    O += cg(x, -k, y, k, r, 0)*cg(1, q, 1, q2, x, -k)*C(l, 1, q, c)@Y[k]@C(c, 1, q2, l)
        nj[x, y, r] = wigner_9j(c, 1, l, c, 1, l, y, x, r)
        R[x, y, r] = -sqrt((2*x+1)*(2*r+1))*big*Yred*float(nj[x, y, r])
        W = np.diag([(-1)**(l-m)*float(wigner_3j(l, r, l, -m, 0, m)) for m in range(-l, l+1)])
        assert np.allclose(O, R[x, y, r]*W, atol=1e-11)
    assert abs(R[1, 1, 1]) < 1e-12
    C2red = -sqrt(l*(l+1)*(2*l+1)/((2*l-1)*(2*l+3)))
    a9 = -sqrt(2)*R[1, 0, 1]/sqrt(l*(l+1)*(2*l+1))/N
    b9 = 2*sqrt(2)*R[1, 1, 0]/(c*sqrt(3*(2*l+1)))/N
    g9 = 2*R[1, 1, 2]/(sqrt(3)*c*C2red)/N
    assert np.allclose([a9, b9, g9], [alpha(l, c), beta(l, c), gamma(l, c)], atol=1e-12)
    assert np.allclose(tz(l), sqrt(10)*sum(cg(2, k, 1, -k, 1, 0)*np.kron(C(l, 2, k, l), svec[-k]) for k in (-1, 0, 1)))
    Pp, Pm = projectors(c); D = {q: np.kron(C(l, 1, q, c), e2) for q in (-1, 0, 1)}
    assert np.allclose(Pp-(c+1)/c*Pm, 2*ls(c)/c)
    assert np.allclose(sum(D[q]@D[q].T for q in D), N*np.eye(4*l+2))
    assert np.allclose(sum(q*D[q]@D[q].T for q in D), N*alpha(l, c)*np.kron(lz(l), e2))
    assert np.allclose(sum(q*D[q]@(Pp-(c+1)/c*Pm)@D[q].T for q in D),
                       N*(beta(l, c)*np.kron(np.eye(2*l+1), sz)+gamma(l, c)*tz(l)))
    for q in (-1, 1):
        assert np.allclose(np.diag(C(l, 1, q, c)@C(l, 1, q, c).T), [weight(l, c, m, q) for m in range(-l, l+1)])
    print(f"c={c}->l={l}: N={N:.5f} alpha={a9:.5f} beta={b9:.5f} gamma={g9:.5f}")
    if (l, c) == (3, 2):
        print("  9j(yxr): 011 =", nj[1, 0, 1], " 110 =", nj[1, 1, 0], " 112 =", nj[1, 1, 2])
        print(f"  R101={R[1,0,1]:.5f} R110={R[1,1,0]:.5f} R112={R[1,1,2]:.5f} <f||C2||f>={C2red:.5f}")

# symbolic identities for general l, n, L, S
l_, m_, n_, k_, L_, S_ = sy.symbols('l m n k L S', positive=True)
tm = 2*(3*m_**2-l_*(l_+1))/((2*l_-1)*(2*l_+3))
for c_, big in ((l_-1, l_), (l_+1, l_+1)):
    wp, wm, N_ = weight(l_, c_, m_, 1), weight(l_, c_, m_, -1), big/(2*l_+1)
    assert sy.cancel(wp-wm-N_*alpha(l_, c_)*m_) == 0
    assert sy.cancel(2/c_*((m_-1)*wp-(m_+1)*wm)-N_*(beta(l_, c_)+gamma(l_, c_)*tm)) == 0
total = sy.summation(sy.expand(3*(l_-k_)**2-l_*(l_+1)), (k_, 0, n_-1))
assert sy.expand(total-n_*(2*l_+1-n_)/2*(2*l_+1-2*n_)) == 0
poly = lambda lam, L, S: 3*lam**2+2*L*(L+1)*lam-L*(L+1)*S*(S+1)
assert sy.expand(poly(L_*S_, L_, S_)-L_*S_*(2*L_-1)*(L_+S_+1)) == 0
assert sy.expand(poly(-S_*(L_+1), L_, S_)+S_*(L_+1)*(2*L_+3)*(L_-S_)) == 0

# determinants: bits 0-13 are f spin orbitals, bits 14-23 the d core
POP = np.array([bin(i).count('1') for i in range(4096)])
pop = lambda v: POP[v & 4095]+POP[v >> 12]
def dets(n, nd):
    fs = [sum(1 << i for i in o) for o in combinations(range(14), n)]
    ds = [sum(1 << i for i in o) for o in combinations(range(14, 24), nd)]
    return np.sort(np.array([f | d for f in fs for d in ds], dtype=np.int64))
def onebody(M, r0, c0, rows, cols):
    I, J, V = [], [], []
    for a, b in zip(*np.nonzero(abs(M) > 1e-13)):
        A, B = 1 << int(a+r0), 1 << int(b+c0)
        j = np.nonzero(((cols & B) != 0) & (((cols ^ B) & A) == 0))[0]
        t = cols[j] ^ B; i = np.searchsorted(rows, t | A)
        assert np.array_equal(rows[i], t | A)
        I.append(i); J.append(j); V.append(M[a, b]*(1-2*((pop(t & (B-1))+pop(t & (A-1))) % 2)))
    return sps.csr_matrix((np.concatenate(V), (np.concatenate(I), np.concatenate(J))), shape=(len(rows), len(cols)))
onf = lambda M, d: onebody(M, 0, 0, d, d)
ond = lambda M, d: onebody(M, 14, 14, d, d)
def fops(d):
    return onf(np.kron(lz(3), e2), d), onf(np.kron(np.eye(7), sz), d), onf(tz(3), d)
X = lambda k, q, f, g: onebody(np.kron(C(3, k, q, 2), e2), 0, 14, f, g)
def ratios(I):
    tot = sum(I.values()); dp = I[1, 0]-I[-1, 0]; dm = I[1, 1]-I[-1, 1]
    return tot, (dp+dm)/tot, (dp-1.5*dm)/tot

# random f^2 state, edges resolved by counting j=3/2 core holes
g, f = dets(2, 10), dets(3, 9); v = np.random.default_rng(1).normal(size=len(g)); v /= np.linalg.norm(v)
Nm = ond(projectors(2)[1], f); I = {}
for q in (-1, 0, 1):
    p = X(1, q, f, g)@v; I[q, 1] = 4*p@p-p@(Nm@p); I[q, 0] = p@p-I[q, 1]
Lz, Sz, Tz = [v@(o@v) for o in fops(g)]; tot, rho, dlt = ratios(I)
assert abs(Lz) > 1e-3 and np.allclose([tot, rho, dlt], [3/7*12, -Lz/36, -(2/3*Sz+2*Tz)/12], atol=1e-12)

# Hund terms by diagonalization
print("Hund states, M=-J (hbar): n S L J xi | Lz Sz Tz(exact) Tz Sz+3Tz | rho delta")
hundT = {}
for n in range(1, 14):
    d = dets(n, 10); oL, oS, oT = fops(d)
    Lp, Sp = onf(np.kron(lp(3), e2), d), onf(np.kron(np.eye(7), sp), d)
    cas = lambda p, z: p.T@p+z@z+z
    L2, S2, J2 = cas(Lp, oL), cas(Sp, oS), cas(Lp+Sp, oL+oS)
    def sector(M):
        i = np.nonzero(abs((oL+oS).diagonal()-M) < 1e-9)[0]
        return [o.tocsr()[i][:, i].toarray() for o in (L2, S2, (J2-L2-S2)/2, oL, oS, oT)]
    M = .5 if n % 2 else 1.
    l2, s2, lam, a, b, t = sector(M)
    U = np.linalg.eigh(-1000*s2-10*l2+(.1 if n < 7 else -.1)*lam)[1][:, :8]
    S = Fr(min(n, 14-n), 2); L = S*(7-2*S); J = abs(L-S) if n < 7 else L+S
    xi = (7-4*S)/(S*45*(2*L-1)); Lf, Sf, xf = float(L), float(S), float(xi)
    ex = lambda o: np.einsum('ij,ij->j', U, o@U)
    keep = (abs(ex(l2)-Lf*(Lf+1)) < 1e-7) & (abs(ex(s2)-Sf*(Sf+1)) < 1e-7)
    assert keep[0] and keep.sum() == int(L+S-max(abs(L-S), Fr(M)))+1
    U = U[:, keep]; lv = ex(lam); jj = Lf*(Lf+1)+Sf*(Sf+1)+2*lv
    assert np.allclose(ex(t)/M, xf*poly(lv, Lf, Sf)/jj, atol=1e-8)
    assert np.allclose(U.T@t@U, U.T@(-xf*(Lf*(Lf+1)*b-1.5*(a@lam+lam@a)))@U, atol=1e-8)
    if n == 6:
        l2, s2, lam, a, b, t = sector(0.)
        u = np.linalg.eigh(-1000*s2-10*l2+.1*lam+1e-4*(a+2*b))[1][:, 0]
        vv = (u@t@u)/(u@b@u)
        assert abs(vv-xf*(2*Lf-1)*(2*Lf+3)/2) < 1e-4 and abs(vv-xf*(Lf+1)*(2*Lf+3)) > .05
        print(f" 6 {S} {L} {J} {xi} | field-induced Tz/Sz={vv:.4f}, (Sz+3Tz)/Sz={1+3*vv:.4f}; J->0 continuation {xi*(L+1)*(2*L+3)}")
        continue
    Jf = float(J); assert abs(jj[0]-Jf*(Jf+1)) < 1e-7
    exact = -J*(-xi*S*(L+1)*(2*L+3)/(J+1) if n < 7 else xi*L*S*(2*L-1)/J)
    Lz, Sz, Tz = [-Jf*ex(o)[0]/M for o in (a, b, t)]
    assert abs(Tz-float(exact)) < 1e-7
    hundT[n] = float(exact)
    print(f"{n:2d} {S} {L} {J} {xi} | {Lz:.4f} {Sz:.4f} {exact} {Tz:.4f} {Sz+3*Tz:.4f} | {-Lz/3/(14-n):.5f} {-(2/3*Sz+2*Tz)/(14-n):.5f}")

# model multiplet spectra d10 f^n -> d9 f^(n+1); Coulomb up to constants
Fff = {2: 10., 4: 6., 6: 4.}; Fdf = {2: 6., 4: 3.}; Gdf = {1: 4., 3: 2.5, 5: 2.}; zc0 = 10.
print("model (eV): Fff", Fff, "Fdf", Fdf, "Gdf", Gdf, "zeta_c", zc0)
def hff(d):
    H = sps.csr_matrix((len(d), len(d)))
    for k in Fff:
        for q in range(-k, k+1):
            o = onf(np.kron(C(3, k, q, 3), e2), d); H = H+.5*Fff[k]*o@o.T
    return H
for n, zf, Jg in ((1, .1, 2.5), (12, .3, 6.)):
    g, f = dets(n, 10), dets(n+1, 9); nh = 14-n; oL, oS, oT = fops(g)
    v = np.linalg.eigh((hff(g)+zf*onf(ls(3), g)+1e-4*(oL+oS)).toarray())[1][:, 0]
    Lz, Sz, Tz = [v@(o@v) for o in (oL, oS, oT)]; Seff = Sz+3*Tz
    assert abs(Lz+Sz+Jg) < 1e-8
    V = sps.csr_matrix((len(f), len(f)))
    for k in Fdf:
        for q in range(-k, k+1):
            V = V+Fdf[k]*ond(np.kron(C(2, k, q, 2), e2), f)@onf(np.kron(C(3, k, q, 3), e2), f).T
    for k in Gdf:
        for q in range(-k, k+1):
            o = X(k, q, f, g); V = V+Gdf[k]*o@o.T
    H0 = hff(f)+zf*onf(ls(3), f); Hc = ond(ls(2), f)
    jp = lambda l: np.kron(lp(l), e2)+np.kron(np.eye(2*l+1), sp)
    Jp = onf(jp(3), f)+ond(jp(2), f); Ht = H0+V+Hc
    assert abs(Jp@Ht-Ht@Jp).max() < 1e-9
    def spectrum(zc, s):
        w, U = np.linalg.eigh((H0+s*V+zc*Hc).toarray()); lo = 6*comb(14, n+1); I = {}
        assert w[lo]-w[lo-1] > 1.
        for q in (-1, 0, 1):
            amp = (U.T@(X(1, q, f, g)@v))**2; I[q, 0], I[q, 1] = amp[:lo].sum(), amp[lo:].sum()
        tot, rho, dlt = ratios(I)
        assert abs(tot-3*nh/7) < 1e-9 and abs(-3*nh*rho-Lz) < 1e-8
        return I, rho, dlt, -1.5*nh*dlt, w[lo]-w[lo-1]
    I0, r0, d0, s0, _ = spectrum(zc0, 0.); I1, r1, d1, s1, gap = spectrum(zc0, 1.)
    ea, eb = spectrum(400., 1.)[3]-Seff, spectrum(800., 1.)[3]-Seff
    assert abs(s0-Seff) < 1e-8 and abs(s1-Seff) > 1e-4 and abs(ea/eb-2) < .1
    if n == 1: assert abs(Tz-hundT[1]) < 1e-9
    else: assert 1e-5 < abs(Tz-hundT[12]) < .1
    print(f"f^{n}: zeta_f={zf} eV, nh={nh}, Jz={Lz+Sz:.3f} hbar, edge gap={gap:.2f} eV")
    print(f"  Lz={Lz:.4f} Sz={Sz:.4f} Tz={Tz:.4f} (Hund {hundT[n]:.4f}) Sz+3Tz={Seff:.4f} hbar")
    print(f"  m_orb={-Lz:.4f} muB, m_spin(g=2)={-2*Sz:.4f} muB, effective m_spin={-2*Seff:.4f} muB")
    for name, I, r, dd, s in (("no d-f Coulomb", I0, r0, d0, s0), ("with d-f Coulomb", I1, r1, d1, s1)):
        print(f"  {name}: I(5/2) q=+,0,-: {I[1,0]:.4f} {I[0,0]:.4f} {I[-1,0]:.4f}; I(3/2): {I[1,1]:.4f} {I[0,1]:.4f} {I[-1,1]:.4f}")
        print(f"    I={sum(I.values()):.4f} rho={r:.5f} delta={dd:.5f} Lz(rule)={-3*nh*r:.4f} Seff(rule)={s:.4f} rule/true={s/Seff:.4f}")
    print(f"  Seff error at zeta_c=400, 800 eV: {ea:.5f}, {eb:.5f} hbar, ratio {ea/eb:.3f}")
print("tests ok")
```

Output:

```
c=1->l=2: N=0.40000 alpha=0.50000 beta=0.66667 gamma=2.33333
c=2->l=3: N=0.42857 alpha=0.33333 beta=0.66667 gamma=2.00000
  9j(yxr): 011 = sqrt(210)/315  110 = -sqrt(105)/315  112 = 2*sqrt(70)/525
  R101=-0.92582 R110=0.92582 R112=-2.02837 <f||C2||f>=-1.36626
c=3->l=4: N=0.44444 alpha=0.25000 beta=0.66667 gamma=1.83333
c=2->l=1: N=0.66667 alpha=-0.50000 beta=-1.00000 gamma=-0.50000
c=3->l=2: N=0.60000 alpha=-0.33333 beta=-0.88889 gamma=-0.88889
c=4->l=3: N=0.57143 alpha=-0.25000 beta=-0.83333 gamma=-1.04167
Hund states, M=-J (hbar): n S L J xi | Lz Sz Tz(exact) Tz Sz+3Tz | rho delta
 1 1/2 3 5/2 2/45 | -2.8571 0.3571 4/7 0.5714 2.0714 | 0.07326 -0.10623
 2 1 5 4 1/135 | -4.8000 0.8000 104/225 0.4622 2.1867 | 0.13333 -0.12148
 3 3/2 6 9/2 2/1485 | -5.7273 1.2273 21/121 0.1736 1.7479 | 0.17355 -0.10594
 4 2 6 4 -1/990 | -5.6000 1.6000 -28/165 -0.1697 1.0909 | 0.18667 -0.07273
 5 5/2 5 5/2 -2/675 | -4.2857 1.7857 -26/63 -0.4127 0.5476 | 0.15873 -0.04056
 6 3 3 0 -1/135 | field-induced Tz/Sz=-0.1667, (Sz+3Tz)/Sz=0.5000; J->0 continuation -4/15
 7 7/2 0 7/2 2/45 | 0.0000 -3.5000 0 0.0000 -3.5000 | -0.00000 0.33333
 8 3 3 6 -1/135 | -3.0000 -3.0000 1/3 0.3333 -2.0000 | 0.16667 0.22222
 9 5/2 5 15/2 -2/675 | -5.0000 -2.5000 1/3 0.3333 -1.5000 | 0.33333 0.20000
10 2 6 8 -1/990 | -6.0000 -2.0000 2/15 0.1333 -1.6000 | 0.50000 0.26667
11 3/2 6 15/2 2/1485 | -6.0000 -1.5000 -2/15 -0.1333 -1.9000 | 0.66667 0.42222
12 1 5 6 1/135 | -5.0000 -1.0000 -1/3 -0.3333 -2.0000 | 0.83333 0.66667
13 1/2 3 7/2 2/45 | -3.0000 -0.5000 -1/3 -0.3333 -1.5000 | 1.00000 1.00000
model (eV): Fff {2: 10.0, 4: 6.0, 6: 4.0} Fdf {2: 6.0, 4: 3.0} Gdf {1: 4.0, 3: 2.5, 5: 2.0} zeta_c 10.0
f^1: zeta_f=0.1 eV, nh=13, Jz=-2.500 hbar, edge gap=17.46 eV
  Lz=-2.8571 Sz=0.3571 Tz=0.5714 (Hund 0.5714) Sz+3Tz=2.0714 hbar
  m_orb=2.8571 muB, m_spin(g=2)=-0.7143 muB, effective m_spin=-4.1429 muB
  no d-f Coulomb: I(5/2) q=+,0,-: 1.2000 1.1796 1.1918; I(3/2): 0.8000 0.8000 0.4000
    I=5.5714 rho=0.07326 delta=-0.10623 Lz(rule)=-2.8571 Seff(rule)=2.0714 rule/true=1.0000
  with d-f Coulomb: I(5/2) q=+,0,-: 0.9269 0.9052 1.0329; I(3/2): 1.0731 1.0744 0.5589
    I=5.5714 rho=0.07326 delta=-0.15745 Lz(rule)=-2.8571 Seff(rule)=3.0703 rule/true=1.4822
  Seff error at zeta_c=400, 800 eV: 0.02809, 0.01405 hbar, ratio 1.999
f^12: zeta_f=0.3 eV, nh=2, Jz=-6.000 hbar, edge gap=22.14 eV
  Lz=-5.0119 Sz=-0.9881 Tz=-0.4178 (Hund -0.3333) Sz+3Tz=-2.2416 hbar
  m_orb=5.0119 muB, m_spin(g=2)=1.9762 muB, effective m_spin=4.4833 muB
  no d-f Coulomb: I(5/2) q=+,0,-: 0.6858 0.1412 0.0000; I(3/2): 0.0302 0.0000 0.0000
    I=0.8571 rho=0.83531 delta=0.74722 Lz(rule)=-5.0119 Seff(rule)=-2.2416 rule/true=1.0000
  with d-f Coulomb: I(5/2) q=+,0,-: 0.6887 0.1412 0.0000; I(3/2): 0.0273 0.0000 0.0000
    I=0.8571 rho=0.83531 delta=0.75578 Lz(rule)=-5.0119 Seff(rule)=-2.2673 rule/true=1.0115
  Seff error at zeta_c=400, 800 eV: -0.00057, -0.00028 hbar, ratio 2.004
tests ok
```
